# Donor binding in a strongly prolate valley and the germanium case

## First derivation: a transverse state that follows the heavy coordinate

A donor atom in germanium holds its extra electron in an orbit many lattice constants wide. Near a conduction-band minimum the electron has a small mass $m_t$, roughly 0.08 free-electron masses, for motion across the valley axis, and a large mass $m_l$, roughly 1.6, for motion along it. The surfaces of constant energy are long, thin ellipsoids: the valley is strongly prolate. Confinement along the axis costs little kinetic energy, so the attraction flattens the orbit into a disc centred on the donor.

If $m_l$ were infinite, the disc would have no thickness and the electron would form a two-dimensional hydrogen atom, bound four times as strongly as the three-dimensional atom with mass $m_t$. One may then ask how fast this limit is approached as $m_t/m_l$ falls, and whether germanium, with its effective-mass binding energy of 9.8 meV, is close to it.

### The model and its units

Take one valley with its axis along $z$, a parabolic band, and a static relative permittivity $\varepsilon_r$. The envelope function $\Psi$ obeys

$$\left[-\frac{\hbar^2}{2m_t}(\partial_x^2+\partial_y^2)-\frac{\hbar^2}{2m_l}\partial_z^2-\frac{e^2}{4\pi\varepsilon_0\varepsilon_r r}\right]\Psi=E\Psi .$$

Measure length in the transverse Bohr radius $a_t=4\pi\varepsilon_0\varepsilon_r\hbar^2/(m_te^2)$ and energy in the transverse Rydberg $\mathrm{Ry}_t=\hbar^2/(2m_ta_t^2)$. The Coulomb energy at distance $a_t$ is $e^2/(4\pi\varepsilon_0\varepsilon_ra_t)=\hbar^2/(m_ta_t^2)=2\,\mathrm{Ry}_t$. With $g=m_t/m_l$ and $\rho^2=x^2+y^2$ the Hamiltonian becomes

$$H=-\nabla_\perp^2-g\,\partial_z^2-\frac{2}{\sqrt{\rho^2+z^2}} .$$

Energies are measured from the band edge, and the binding energy is $-E$. For $g=1$ this is ordinary hydrogen with $E=-1$. The limit of interest is $g\to0$.

### Two-dimensional hydrogen

At $z=0$ the transverse Hamiltonian is $h_0=-\nabla_\perp^2-2/\rho$. For angular momentum $m\ge0$ and energy $-\kappa^2$, write the radial function as $\rho^{m}e^{-\kappa\rho}\sum_kc_k\rho^k$. Collecting equal powers of $\rho$ gives

$$(k+1)(k+1+2m)\,c_{k+1}=\left[\kappa(2k+2m+1)-2\right]c_k .$$

If the series does not end, $c_{k+1}/c_k\to2\kappa/k$, so the sum grows like $e^{2\kappa\rho}$ and the state cannot be normalized. It must end at some $k$, which requires $\kappa=2/(2k+2m+1)$. The lowest level has $\kappa=2$ and energy $-4$; the next has $\kappa=2/3$ and energy $-4/9$. The ground state is $\phi_0=Ne^{-2\rho}$, with

$$1=2\pi N^2\int_0^\infty\rho\,e^{-4\rho}d\rho=\frac{2\pi N^2}{16},\qquad N^2=\phi_0(0)^2=\frac8\pi .$$

### Separating fast and slow motion

For small $g$ the motion along $z$ is slow. Hold $z$ fixed and let $U(z)$ and $\phi_z(\rho)$ be the lowest eigenvalue and the real, normalized eigenfunction of

$$h_z=-\nabla_\perp^2-\frac2{\sqrt{\rho^2+z^2}} .$$

The attraction weakens as $|z|$ grows, so $U$ rises from $U(0)=-4$ towards zero. It acts as a potential for the heavy coordinate. This separation can be given error bounds on both sides.

For a lower bound, take any normalized $\Psi$ and let $n(z)$ be the norm of $\Psi(\cdot,z)$ over the transverse plane. By the definition of $U$, the transverse energy at each $z$ is at least $U(z)n(z)^2$. Differentiating $n^2$ gives $2nn'=2\,\mathrm{Re}\langle\Psi|\partial_z\Psi\rangle\le2n\|\partial_z\Psi\|$, and the same holds for $-n'$. Hence $\|\partial_z\Psi\|^2\ge n'^2$ and

$$\langle\Psi|H|\Psi\rangle\ge\int\left(g\,n'^2+U n^2\right)dz\ge E_{\rm low},$$

where $E_{\rm low}$ is the ground energy of $-g\partial_z^2+U(z)$.

For an upper bound, use the trial function $\phi_z(\rho)\chi(z)$. Since $\phi_z$ is real and normalized at every $z$, $\langle\phi_z|\partial_z\phi_z\rangle=0$, and the cross term in the kinetic energy vanishes. What remains is

$$E\le E_{\rm up},\qquad E_{\rm up}=\text{ground energy of }-g\,\partial_z^2+U(z)+gW(z),\qquad W=\langle\partial_z\phi_z|\partial_z\phi_z\rangle .$$

The gap between the bounds is the cost of changing the transverse state as $z$ changes. If $\chi$ is the slow ground state belonging to $E_{\rm low}$, then $E_{\rm up}-E_{\rm low}\le g\int W\chi^2dz$.

### The kink at the donor plane

The leading behaviour of $U$ follows from the Hellmann–Feynman theorem. The derivative of $\langle\phi_z|h_z|\phi_z\rangle$ has no contribution from $\partial_z\phi_z$, because $\phi_z$ is a normalized eigenstate. For $z>0$,

$$U'(z)=\left\langle\frac{2z}{(\rho^2+z^2)^{3/2}}\right\rangle=4\pi\int_0^\infty\phi_z(\rho)^2K_z(\rho)\,d\rho,\qquad K_z=\frac{z\rho}{(\rho^2+z^2)^{3/2}} .$$

The integral of $K_z$ over $\rho$ is 1, and its weight lies at $\rho$ of order $z$. Integrating the radial equation once shows that the slope of $\phi_z$ near the origin stays bounded, so $\phi_z$ tends to $\phi_0(0)$ throughout this region. Therefore

$$U'(0^+)=4\pi\,\phi_0(0)^2=4\pi\cdot\frac8\pi=32,\qquad U(z)\approx-4+32|z| .$$

The slow coordinate thus moves in a wedge, not a parabola. The cause is the Coulomb singularity: lifting the electron by a small $z$ removes attraction within a transverse distance of order $z$ of the donor. The lost energy is of order $1/z$ over an area of order $z^2$, which is linear in $|z|$.

### The slow motion and the power one third

In the wedge the slow equation is $-g\chi''+32|z|\chi=(E+4)\chi$. Put $z=Ls$ and choose $L$ so that the two terms on the left have the same size:

$$\frac g{L^2}=32L,\qquad L=\left(\frac g{32}\right)^{1/3},\qquad 32L=(1024\,g)^{1/3}.$$

With $E+4=32L\lambda$ the equation becomes $-\chi''+|s|\chi=\lambda\chi$. For $s>0$ the decaying solution is the Airy function $\mathrm{Ai}(s-\lambda)$. The ground state is even and has a continuous slope, so $\chi'(0)=0$ and $\mathrm{Ai}'(-\lambda)=0$. The smallest root is $\lambda=a=1.0188$. Hence

$$\boxed{E=-4+a\,(1024\,g)^{1/3}+\dots=-4+10.27\left(\frac{m_t}{m_l}\right)^{1/3}+\dots}$$

Using the wedge in place of the full $U$ needs a reason, since $U$ flattens at large $|z|$. Choose a small fixed $z_0$. For $|z|<z_0$ the rise $U+4$ is at least $32(1-\eta)|z|$, with $\eta$ as small as desired, and beyond $z_0$ it is at least $32(1-\eta)z_0$. In the variable $s$ this is a wedge cut off at height $S$ of order $z_0/L$, which grows without limit as $g\to0$.

Let $a_S$ be the lowest level of $-\chi''+\min(|s|,S)\chi$. Lowering a potential cannot raise its ground energy, so $a_S\le a$. Beyond $S$ the state decays. Matching there admixes the growing Airy function with a weight of order $\mathrm{Ai}/\mathrm{Bi}$ at $S-a_S$, which is exponentially small. The condition $\chi'(0)=0$ then gives $\mathrm{Ai}'(-a_S)\to0$, and with $a_S\le a$ this means $a_S\to a$. The lower bound has the stated leading term. The upper bound shares it, because the Airy state samples the wedge and $gW$ is of higher order.

The large coefficient comes from the steep wedge. A slope of 32 confines the electron to $|z|$ of order $L$, and the energy of that confinement competes with the binding unless $g^{1/3}$ is well below $4/10.27$.

### The next term

To see where the result fails, let $z>0$ be small and find $\phi_z$ near the donor. For $\rho\ll1$, start from the constant value $C=\phi_z(0)$ and integrate the radial equation:

$$\rho\,\phi_z'\approx-C\int_0^\rho\frac{2s\,ds}{\sqrt{s^2+z^2}}=-2C\left(\sqrt{\rho^2+z^2}-z\right).$$

An antiderivative of $(\sqrt{s^2+z^2}-z)/s$ is $\sqrt{s^2+z^2}-z\ln(z+\sqrt{s^2+z^2})$. For $z\ll\rho\ll1$ this gives

$$\phi_z\approx C\left[1-2\rho+2z+2z\ln\frac{\rho}{2z}\right]=C\left[1-2\rho+2z\ln\rho+2z\ln\frac1z+O(z)\right].$$

Farther out, $\phi_z$ is $\phi_0$ plus $z$ times a fixed function, which near the origin behaves as $\phi_0(0)(2\ln\rho+\text{constant})$. That function is square-integrable, so $W$ stays finite as $z\to0$ and the adiabatic error is of order $g$. Matching the constant parts gives

$$C=\phi_0(0)\left[1-2z\ln\frac1z+O(z)\right],\qquad C^2=\frac8\pi\left[1-4z\ln\frac1z+O(z)\right].$$

The density at the donor is depleted. A second reduction of the same size comes from the tail of $K_z$, which samples the falling density $\phi_z^2\approx C^2(1-4\rho)$:

$$-4\int_0^{\sim1}\rho K_z\,d\rho=-4z\ln\frac1z+O(z).$$

Adding the two effects and integrating over $z$,

$$U'=32\left[1-8z\ln\frac1z+O(z)\right],\qquad U=-4+32|z|-128z^2\ln\frac1{|z|}+O(z^2).$$

A finite-element solution of the transverse equation near $z=10^{-6}$ gives 31.998 for the slope and 128.1 for the logarithmic coefficient.

The energy now needs $\langle s^2\rangle$ in the Airy state. Let $p=\chi^2$, normalized on $s>0$. Differentiating three times and using $\chi''=(s-a)\chi$ gives $p'''=4(s-a)p'+2p$. Multiply by $1$, $s$ and $s^2$ in turn and integrate by parts, with $p'(0)=0$ and $p''(0)=-2a\,p(0)$:

$$2a\,p(0)=4a\,p(0)-2,\qquad 0=-6\langle s\rangle+4a,\qquad -2p(0)=-10\langle s^2\rangle+8a\langle s\rangle .$$

Thus $p(0)=1/a$, $\langle s\rangle=2a/3$ and $\langle s^2\rangle=8a^2/15+1/(5a)=0.750$. First-order perturbation theory in the logarithmic term of $U$ yields

$$E=-4+a(1024g)^{1/3}-128\langle s^2\rangle L^2\ln\frac1L+O(g^{2/3}).$$

The new term increases the binding. The expansion is useful when $8L\ln(1/L)\ll1$, a stricter condition than $g\ll1$.

## Second derivation: a fixed transverse state, and the case of germanium

In the units above, length is in $a_t$, energy in $\mathrm{Ry}_t$, and

$$H=-\nabla_\perp^2-g\partial_z^2-\frac2{\sqrt{\rho^2+z^2}},\qquad g=\frac{m_t}{m_l}.$$

The two-dimensional atom $h_0=-\nabla_\perp^2-2/\rho$ has ground energy $-4$, ground state $\phi_0=\sqrt{8/\pi}\,e^{-2\rho}$, and next level $-4/9$. The first derivation let the transverse state $\phi_z$, with energy $U(z)$, follow $z$. It bounded $E$ between $E_{\rm low}$ and $E_{\rm up}$ and found $E=-4+a(1024g)^{1/3}+\dots$ with $a=1.0188$. Two facts about the wedge are also needed: its length unit is $L=(g/32)^{1/3}$, and cutting it off at a height that grows without limit in units of $32L$ leaves its lowest level unchanged in the limit.

### An upper bound valid at every mass ratio

Now keep the transverse state fixed at $\phi_0$ and treat the displacement from the donor plane as a perturbation:

$$H=h_0-g\,\partial_z^2+V,\qquad V=\frac2\rho-\frac2{\sqrt{\rho^2+z^2}}\ge0 .$$

$V$ is positive and grows with $|z|$. Its average in $\phi_0$ is

$$\bar V(z)=2\pi\int_0^\infty\rho\,\frac8\pi e^{-4\rho}\,V\,d\rho=32\int_0^\infty e^{-4\rho}\left(1-\frac{\rho}{\sqrt{\rho^2+z^2}}\right)d\rho .$$

Without the exponential the integral equals $|z|$, because $\rho-\sqrt{\rho^2+z^2}$ rises from $-|z|$ to zero. Since $e^{-4\rho}\le1$, it follows that $\bar V\le32|z|$. The trial function $\phi_0(\rho)\chi(z)$, with $\chi$ the Airy ground state of the wedge, then gives

$$E\le-4+a(1024g)^{1/3}\qquad\text{for every }g>0 .$$

Within this model the leading law therefore never overstates the binding.

### A matching lower bound

The true state also contains excited transverse states, which lower the energy. It remains to show that they do not change the leading term. Fix a small $z_0$. Because $V$ grows with $|z|$, replacing $|z|$ in it by $\min(|z|,z_0)$ lowers $H$; call the new perturbation $V_0$. Split any normalized state as $\Psi=p+q$, where $p=\phi_0(\rho)\chi(z)$ is its projection on $\phi_0$ at each $z$ and $q$ is the rest. Neither $h_0$ nor $\partial_z^2$ couples $p$ to $q$, because $\phi_0$ is an eigenstate of $h_0$ and does not depend on $z$. The coupling comes from $V_0$ alone. Since $V_0\ge0$, the Cauchy–Schwarz inequality gives, for $0<\epsilon<1$,

$$2|\langle p|V_0|q\rangle|\le\epsilon\langle p|V_0|p\rangle+\frac1\epsilon\langle q|V_0|q\rangle,$$

$$\langle\Psi|V_0|\Psi\rangle\ge(1-\epsilon)\langle p|V_0|p\rangle-\frac1\epsilon\langle q|V_0|q\rangle .$$

The last term must be shown to be harmless. With $x=|z|/\rho$, the bracket $1-\rho/\sqrt{\rho^2+z^2}=1-1/\sqrt{1+x^2}$ is at most 1 and at most $x^2/2$, hence at most $\sqrt x$. So $V_0\le2\sqrt{z_0}\,\rho^{-3/2}$.

The average of $\rho^{-3/2}$ is controlled by the kinetic energy. In the plane, the radial unit vector $\hat\rho$ satisfies $\nabla\cdot(\hat\rho\,\rho^{-1/2})=\tfrac12\rho^{-3/2}$ and $\nabla\cdot\hat\rho=1/\rho$. Integrating each identity against $|f|^2$ by parts gives, for a transverse function $f$,

$$\int\frac{|f|^2}{2\rho^{3/2}}\le2\int\frac{|f||\nabla f|}{\rho^{1/2}}\le\int|\nabla f|^2+\int\frac{|f|^2}\rho,$$

$$\int\frac{|f|^2}\rho\le2\int|f||\nabla f|\le\int|\nabla f|^2+\int|f|^2 .$$

Together these give $\int\rho^{-3/2}|f|^2\le4\int|\nabla f|^2+2\int|f|^2$. The second line, with the product split differently, also gives $\int2|f|^2/\rho\le\tfrac12\int|\nabla f|^2+8\int|f|^2$. Since $\langle h_0\rangle=\int|\nabla f|^2-\int2|f|^2/\rho$, we have $\int|\nabla f|^2\le2\langle h_0\rangle+16\int|f|^2$. Inserting this,

$$\langle V_0\rangle\le2\sqrt{z_0}\left[4(2\langle h_0\rangle+16)+2\right]=\sqrt{z_0}\,\left(16\langle h_0\rangle+132\right)$$

for normalized $f$. Choose $\epsilon=z_0^{1/4}$, so that $\sqrt{z_0}/\epsilon=\epsilon$. In $q$ one has $h_0\ge-4/9$. For $16\epsilon<1$ the energy per unit norm of $q$ is therefore at least

$$(1-16\epsilon)\langle h_0\rangle-132\epsilon\ge-\frac49-132\epsilon .$$

For small enough $z_0$ this lies above $-3$, while the ground energy tends to $-4$. The excited part cannot provide the minimum.

The part $p$ remains. Its energy is $-4$ plus that of slow motion in $(1-\epsilon)\bar V(\min(|z|,z_0))$. To bound $\bar V$ from below for $|z|\le z_0$, keep the range $\rho<R=\sqrt{|z|}$, where $e^{-4\rho}\ge e^{-4R}$:

$$\bar V\ge32e^{-4R}\left(R+|z|-\sqrt{R^2+z^2}\right)\ge32e^{-4R}\left(|z|-\frac{z^2}{2R}\right)\ge32(1-\eta)|z| ,$$

with $1-\eta=e^{-4\sqrt{z_0}}(1-\sqrt{z_0}/2)$. The slow motion thus sees at least a cut-off wedge of slope $32(1-\epsilon)(1-\eta)$. The energy of a wedge scales as its slope to the power $2/3$, so as $g\to0$ at fixed $z_0$ the ratio $(E+4)/(1024g)^{1/3}$ has a lower limit of at least $a[(1-\epsilon)(1-\eta)]^{2/3}$. Now let $z_0\to0$; both $\epsilon$ and $\eta$ vanish. Together with the upper bound this proves the same leading term.

### What each derivation assumes

Both need a Coulomb singularity at the donor and a gap between the transverse levels $-4$ and $-4/9$. If the potential were smooth inside some core radius, $U$ would be quadratic there, and for $L$ much smaller than that radius the correction would become a harmonic zero-point energy proportional to $g^{1/2}$.

The first derivation requires the transverse problem to be solved at every $z$, and needs $W$ to stay finite, although $\phi_z$, which depends on $|z|$, has a kink at $z=0$. In return it gives two-sided bounds at finite $g$ and the logarithmic correction. The second requires one transverse state, the sign of $V$, and its growth with $|z|$. Its upper bound is explicit at every $g$, but its lower bound is useful in the limit alone, since the constants in it are large.

The derivations part at the next order. With the density fixed at $\phi_0^2$, the slope of $\bar V$ contains the tail effect but not the depletion at the donor, so $\bar V=32|z|-64z^2\ln(1/|z|)+\dots$. The other $-64z^2\ln(1/|z|)$ in $U$ is the response of the transverse state, which is the admixture of excited states that the fixed state leaves out.

A numerical case shows the size of the terms beyond the leading law. At $g=0.001$ the leading law gives a binding energy of 2.973. Solving the slow equation with the numerical $U$ and $W$ places the binding between 3.229 and 3.238. A diagonalization of the full $H$ gives 3.233. The leading law is 8% below this value even at a mass ratio of 1000.

### Germanium

As model inputs close to germanium, take $m_t=0.082$ and $m_l=1.6$ free-electron masses, and $\varepsilon_r=15.4$. Then

$$g=\frac{0.082}{1.6}=0.0513,\qquad a_t=0.05292\ \mathrm{nm}\times\frac{15.4}{0.082}=9.94\ \mathrm{nm},$$

$$\mathrm{Ry}_t=13606\ \mathrm{meV}\times\frac{0.082}{15.4^2}=4.70\ \mathrm{meV},\qquad 4\,\mathrm{Ry}_t=18.8\ \mathrm{meV}.$$

The quoted 9.8 meV is 52% of the limit and lies 9.0 meV below it. The leading law does not account for this. With $g^{1/3}=0.371$ the correction is $10.27\times0.371=3.81$, which leaves a binding energy of $0.19\,\mathrm{Ry}_t$, or 0.9 meV. The condition for the expansion shows why: $L=0.117$, and $8L\ln(1/L)$ is about 2 instead of small.

The adiabatic separation itself survives. The full curve $U(z)$, computed with finite elements, replaces the wedge in the slow equation:

| Treatment | Binding (meV) |
|---|---:|
| leading law | 0.9 |
| adiabatic, with $W$ (lower bound on binding) | 9.2 |
| full diagonalization | 9.85 |
| adiabatic, without $W$ (upper bound on binding) | 10.1 |

The full diagonalization uses the scaled coordinate $z=\sqrt g\,\zeta$, which makes the kinetic energy isotropic, and a basis of Laguerre functions of the scaled radius times Legendre polynomials of the angle. Enlarging the basis moves the energy by about $10^{-9}\,\mathrm{Ry}_t$. The two adiabatic bounds lie 2% above and 6% below its binding energy. Germanium is thus far from the two-dimensional limit and outside the range of the expansion, yet the adiabatic bounds still fix its binding within several per cent.

For the leading law to predict 90% of the limit, the correction must be 0.4, so

$$\frac{m_l}{m_t}=\left(\frac{10.27}{0.4}\right)^3\approx1.7\times10^4 ,$$

against about 20 in germanium. At that ratio the adiabatic bounds give a binding energy of 3.65, slightly more than the predicted 3.60. Since $E$ rises with $g$, the true 90% point lies at a smaller ratio.

### The model beside real donors

The figure 9.8 meV is a one-valley effective-mass value. Measured ionisation energies of common donors in germanium are roughly 10 to 14 meV and depend on the element. One assumption that fails for real donors is the screened Coulomb form near the nucleus. For a crude estimate, replace the screened potential by the bare one, $-e^2/(4\pi\varepsilon_0r)$, inside a core radius $r_c=0.12$ nm. The extra attraction, integrated over the core, is

$$2\pi r_c^2\,\frac{e^2}{4\pi\varepsilon_0}\left(1-\frac1{\varepsilon_r}\right)\approx0.12\ \mathrm{eV\,nm^3}.$$

The full diagonalization gives a density at the nucleus of $3.60/a_t^3=0.0037\ \mathrm{nm^{-3}}$, so to first order, with the density taken as constant over the core, the shift is about 0.45 meV for one valley (0.43 meV when its fall across the core is included). First order is not enough here: solving the one-valley model with this core included gives about 1.2 meV, because the core draws the envelope towards the nucleus. The potential used here jumps at $r_c$. Removing the screening of the electric field inside $r_c$ instead gives a continuous potential and divides the first-order shift by three, to about 0.15 meV; the full one-valley shift is then about 0.20 meV.

Germanium has four equivalent valleys. If the core couples all of them equally, first-order theory lowers their symmetric combination by four times the one-valley shift and leaves the other three combinations unshifted. This shows why the ground level splits, but the combined coupling is too strong for first order to give the size of the splitting. The result also depends strongly on $r_c$ and on the form of the core: for $r_c=0.10$ and $0.14$ nm the full one-valley shift is about 0.6 and 2.3 meV with the jump, and 0.13 and 0.29 meV with the continuous potential. The estimate therefore does not give the value for a particular element.

Other limits follow from the same numbers. Far from the donor the wave function decays over $a_t/\sqrt{-E}=6.9$ nm across the axis and over $\sqrt g$ times this, 1.6 nm, along it. Closer in, the decay along the axis is slower, and the root-mean-square distance from the donor plane is about 2.0 nm. This is only three to four lattice constants of roughly 0.57 nm. Even so, the root-mean-square wave vector along the axis, measured from the band minimum, is about 0.27 nm$^{-1}$, or 3% of the distance from the zone centre to the minimum. Most of the envelope therefore varies slowly on the scale of the lattice; the approximation is least reliable close to the nucleus. The binding is 1.4% of a gap of roughly 0.7 eV, so the level lies close to the band edge on the scale of the gap; the departure of the band from a parabola is not estimated here. The binding scales as $\varepsilon_r^{-2}$: with the masses held fixed, $\varepsilon_r=16$ gives 9.1 meV.

The result describes an isolated donor in the cold. The thermal energy is 0.34 meV at 4 K, 6.6 meV at 77 K and 26 meV at 300 K. Donors empty well before it reaches the binding energy, because the band offers many more states than the donors do. With the model binding, thermal equilibrium and no compensating acceptors, more than 90% of the donors are ionised at 30 K for a donor density of $10^{14}\ \mathrm{cm^{-3}}$. Neighbouring orbits overlap strongly near a donor density $n$ at which $n^{1/3}$ times the geometric mean decay length is about 0.25. This rough criterion gives $2\times10^{17}\ \mathrm{cm^{-3}}$. An electric field $F$ lowers the barrier on one side of the donor. With $k=e^2/(4\pi\varepsilon_0\varepsilon_r)$ the top of the barrier lies at $-2\sqrt{k\,eF}$, which meets a level of fixed binding energy $E_b$ at $eF=E_b^2/(4k)$. This gives about 0.0026 MV/cm. For a field across the valley axis, tunnelling out of the donor sets in below that value; for a field along the axis the large mass makes tunnelling much slower within one valley. In germanium a field along one valley axis lies at about 70° to the other three, where the mass along the field is only about 0.09 free-electron masses, so a donor state that mixes the valleys is not protected in this way. In cold germanium, impact ionisation by free carriers, which the model leaves out, can empty donors at much lower fields.
